Projective Integration of Pulsed-Plasma Cycles and Its Admissible Macro-Steps

**1. Symmetry and the form of the gain**

A plasma driven with period T obeys equations that are unchanged when time is shifted by T. Sampled once per period, at the end of the afterglow, its state x therefore follows one fixed rule,

x_(n+1) = P(x_n).

P is the cycle map. Its periodic state satisfies x* = P(x*). Close to x*, a deviation d obeys

d_(n+1) = J d_n, J = DP(x*).

The eigenvalues μ of J are the cycle multipliers. They are pure numbers, and they do not change when densities are rescaled: a change of variables d = Cq replaces J by C⁻¹JC, which has the same eigenvalues. A linear stability limit on the number of skipped cycles can thus depend on the multipliers and on the counts that define the algorithm, but not on the units of the chemistry.

Suppose that k cycles are computed to damp fast motion, one more is computed to measure a slope, and a straight line is then followed over M cycles. Near x* the result is a polynomial in J, so each eigenvector is multiplied by a gain of the form

g(μ) = μ^k(a + bμ).

Two requirements fix a and b. A mode that does not change, μ = 1, must be preserved, so a + b = 1. A very slow mode must advance by m = k + 1 + M cycles to first order in 1 − μ. Since the true factor is μ^m, this means g′(1) = m. Differentiation gives

g′(1) = k(a + b) + b = k + b.

Hence b = M + 1 and a = −M:

g(μ) = μ^k[(M + 1)μ − M]. (1)

The algorithm with this gain is

y = P^k(x),
z = P(y),
x_new = z + M(z − y). (2)

For an eigenvector, y carries μ^k and z carries μ^(k+1). Substitution gives μ^(k+1) + M(μ^(k+1) − μ^k), which is (1). Each step covers m periods for k + 1 computed cycles.

If x = x*, then y = z = x* and x_new = x*, so the periodic state is kept. For a nonlinear map the converse is not guaranteed. A state found by (2) should therefore be accepted only after P(x) − x has been found small. Small means small compared with the tolerance times 1 − μ for the slowest mode, because a deviation d in that mode changes by only (1 − μ)d in one cycle.

**2. Stability: every multiplier has a vote**

Take J diagonalizable, with real multipliers and |μ| < 1. Rewrite the bracket in (1) as

(M + 1)μ − M = μ − M(1 − μ).

For μ ≠ 0, the condition |g| ≤ 1 is

|μ − M(1 − μ)| ≤ |μ|^(−k).

The upper side holds for every M ≥ 0, because μ − M(1 − μ) ≤ μ < 1 ≤ |μ|^(−k). The lower side requires

M(1 − μ) − μ ≤ |μ|^(−k).

Division by the positive number 1 − μ gives

M ≤ (|μ|^(−k) + μ)/(1 − μ). (3)

Strict inequality gives contraction. For μ = 0 and k ≥ 1 the gain vanishes and sets no limit. A complex pair must be tested directly with |μ|^k |(M + 1)μ − M| < 1. Even when all gains are below one, nearly parallel eigenvectors can allow temporary growth, so (3) is a statement about eventual local convergence.

Two limits show what decides k and what decides M. For a slow mode put μ = 1 − ε, with ε and kε small. Then μ^(−k) ≈ 1 + kε, and

M_slow ≈ [2 + (k − 1)ε]/ε = 2/ε + k − 1. (4)

For a fast mode, |μ| ≪ 1, the limit is

M_fast ≈ |μ|^(−k). (5)

Damping cycles hardly change the slow limit but raise the fast limit geometrically. The slow eigenvalues determine the largest stable macro-step only once k is large enough that (5) exceeds (4).

**3. What happens without a spectral gap**

Suppose that multipliers may lie anywhere in [0, 1], as they might when many transport and surface processes overlap. The dangerous quantity is

q(μ) = −g(μ) = μ^k[M − (M + 1)μ].

Its derivative is

q′(μ) = μ^(k−1)[kM − (k + 1)(M + 1)μ],

which vanishes at

μ_c = kM/[(k + 1)(M + 1)].

There the bracket in q equals M − kM/(k + 1) = M/(k + 1). Stability for the whole interval therefore requires

{kM/[(k + 1)(M + 1)]}^k · M/(k + 1) ≤ 1. (6)

The largest integers M for k = 1 to 7 are 4, 8, 12, 15, 19, 22 and 26. A direct scan over μ gave the same values.

For large k write M = ck. Then [k/(k + 1)]^k → e⁻¹, [M/(M + 1)]^k → e^(−1/c), and M/(k + 1) → c. The boundary of (6) becomes

c e^(−1−1/c) = 1, or ln c = 1 + 1/c,

with solution c = 3.591. The ratio of periods covered to cycles computed tends to 1 + c = 4.59. Within scheme (2), a much larger acceleration that is stable needs a gap in the spectrum.

**4. Transient accuracy**

A stable step may still give a poor history. The exact factor over one macro-step is ρ = μ^m. For a slow mode with 0 < μ < 1, let ε = 1 − μ. Equation (1) becomes

g = μ^k[1 − (M + 1)ε].

Expand μ^(M+1) about μ = 1 with the second-order remainder, for M ≥ 1:

μ^(M+1) = 1 − (M + 1)ε + ½M(M + 1)ξ^(M−1)ε²,

where ξ lies between μ and 1. The remainder is non-negative and ξ^(M−1) ≤ 1. After multiplication by μ^k,

0 ≤ ρ − g ≤ δ, δ = ½μ^k M(M + 1)ε². (7)

The linear jump takes a decaying mode too far towards equilibrium.

Now require monotone decay, g ≥ 0, which means

(M + 1)ε ≤ 1. (8)

This is about half the stability limit. After N macro-steps the error of a mode with unit initial amplitude is

ρ^N − g^N = (ρ − g) Σ_(j=0)^(N−1) ρ^(N−1−j) g^j.

Since 0 ≤ g ≤ ρ, each of the N terms in the sum is at most ρ^(N−1). Thus

0 ≤ ρ^N − g^N ≤ δNρ^(N−1).

Treat N as continuous to bound the right side. The derivative of Nρ^N is ρ^N(1 + N ln ρ), so its maximum lies at N = 1/|ln ρ| and equals 1/(e|ln ρ|). With s = −ln μ we have |ln ρ| = ms. Also

δ/ρ = M(M + 1)ε²/[2μ^(M+1)],

because ρ = μ^k μ^(M+1). The error at all macro-times is therefore at most

B = M(M + 1)ε²/[2e μ^(M+1) m s]. (9)

When k ≪ M and Mε ≪ 1, then m ≈ M and s ≈ ε, so B ≈ Mε/(2e). Halving the tolerance then roughly halves M. This is the cost of a first-order jump.

Bound (9) is relative to the initial amplitude of one mode. It does not cover nonlinear changes of the rates or errors of the inner solver. If y and z each contain an error of size at most η in some component, the jump (M + 1)z − My can contain an error of (2M + 1)η. A fixed time mesh within the pulse is useful here because it makes the computed P a smooth function of x.

Positivity is a separate condition. If a density falls from y to y − r in the last computed cycle, the jump gives y − (M + 1)r. It stays positive if r < y/(M + 1).

**5. The algorithm**

1. Compute some warm-up cycles to remove the ignition transient.
2. Estimate J by perturbing each variable up and down. With central differences this costs two cycles per variable.
3. Choose M from (8) and from B ≤ tolerance, using the fastest of the slow modes.
4. Take the smallest k for which fast gains are small. The choice used below is |g| ≤ 0.1. Check all remaining multipliers with (3).
5. Apply (2), checking positivity. Estimate J again if the operating state moves far.
6. At the end, compute one ordinary cycle and, if a periodic state is claimed, check that P(x) − x is small in the sense of section 1.

**6. A pulsed nitrogen discharge**

Consider a well-mixed inductive N₂ plasma in a chamber of radius 15 cm and height 14 cm. The feed-only pressure is 10 mTorr at 400 K and the residence time is 100 ms. A power of 300 W is applied for 40 μs in each 200 μs period. The unknowns are the electron density n, electron temperature θ in eV, atom density a and molecule density b. With N₂⁺ as the sole ion,

n′ = K_i b n − (w + ν)n − K_r n²,
a′ = 2K_d b n + 2K_r n² − (ν_w + ν)a,
b′ = S − νb − (K_i + K_d)b n + wn + ½ν_w a.

Here ν = 10 s⁻¹ is the pumping rate, S the feed per volume and ν_w = 5.373 s⁻¹ the wall recombination rate, obtained from a wall coefficient of 10⁻³. The ion loss rate is w = (4.436 m⁻¹)√[e(θ + θ_g)/m_i], where θ_g is the gas temperature in eV and m_i the N₂⁺ mass.

The rounded model coefficients, in m³/s, are

K_i = 2×10⁻¹⁴ exp(−16/θ),
K_d = 10⁻¹⁴ exp(−10/θ),
K_x = 3×10⁻¹⁴ exp(−9/θ),
K_v = 3×10⁻¹⁴ θ^(−3/2) exp(−2.2/θ),
K_r = 2×10⁻¹³ (0.026/θ)^(1/2).

They describe ionization, dissociation, electronic excitation, vibrational excitation and dissociative recombination.

Let H be the absorbed power per volume in eV m⁻³ s⁻¹, and Λ the collisional energy loss coefficient,

Λ = 15.6K_i + 10K_d + 9K_x + 0.6K_v + 10⁻¹⁷(θ − θ_g).

An electron–ion pair lost to the wall removes 7.001θ. Pumping and recombination remove the mean energy 3θ/2 per electron. The energy balance is

(3nθ/2)′ = H − nbΛ − 7.001θwn − (3θ/2)(νn + K_r n²).

Subtract (3θ/2)n′. The pumping and recombination terms cancel, and division by n leaves

(3/2)θ′ = H/n − bΛ − 5.501θw − (3θ/2)K_i b.

Atom conservation supplies one multiplier without linearization. Let A = 2b + a + 2n. In A′ the ionization, dissociation, recombination and wall terms cancel in pairs, leaving

A′ = 2S − νA.

Over one period the deviation of A from 2S/ν is multiplied by exp(−νT) = exp(−0.002) = 0.998002. The finite-difference Jacobian gives the same value to the printed digits.

The other multipliers are 0.996954 for the N-atom mode, 0.04927 for the electron density, and, for the electron temperature, a value too small to resolve. The number of order 10⁻¹² in the output is rounding error: a relative error near 10⁻¹⁶ is divided by twice the relative finite-difference step of 10⁻⁵. The N-atom mode decays in 65.56 ms, a rate of 15.25 s⁻¹. This is slightly below ν + ν_w = 15.37 s⁻¹. In this mode A is unperturbed, and the loss term in a′ is linear, so the difference measures a weak positive response of N production to added N. Its cause was not tested. The sign belongs to this model, whose energy balance contains no electron energy loss to N atoms (see section 9).

**7. Choosing k and M for this plasma**

For the N-atom mode ε = 0.003046 and 2/ε = 656.6. Equation (4) gives a slow limit near 657 for k = 1. The electron limit from (3), however, is

(1/0.04927 + 0.04927)/(1 − 0.04927) ≈ 21 at k = 1.

At k = 2 it is about 433, still below the slow limit. At k = 3 it is about 8800, and the slow mode finally decides: M ≤ 658.

These limits were tested on the nonlinear equations by perturbing x* and applying one complete projective step. With k = 3, the measured N-mode gain was −0.983 at M = 653 and −1.013 at M = 663. With k = 1 and M = 651 the slow gain was an acceptable −0.983, but the electron gain was −30.5. A choice based on slow eigenvalues alone would have failed.

For a transient tolerance of 2% of the modal amplitude, (9) gives M = 33. At k = 1 the electron gain would be

0.04927(34 × 0.04927 − 33) = −1.54,

which is unstable. At k = 2 it is −0.076. The chosen step covers 2 + 1 + 33 = 36 periods, or 7.2 ms, for three computed cycles: an asymptotic acceleration of 12. The N-mode bound is 1.93%, and the largest error of the linear recurrence is 1.83%. Accuracy has reduced M to about one twentieth of the slow-mode stability limit, 658 at k = 3.

The full calculation follows a flow step that starts with N₂ at 70% of its feed-only density. After ten warm-up cycles, 33 macro-steps reach period 10 + 33 × 36 = 1198 with 10 + 33 × 3 = 109 computed cycles. This count excludes the work of finding the multipliers, which were evaluated here at the periodic state.

Compared with every-cycle integration, the largest N-density error at the macro-times is 1.80% of the periodic N density. For N₂ and electrons the corresponding errors are 0.16% and 0.04%. Summing (9) over the two slow modes, weighted by their amplitudes after warm-up, gives 1.98% for N and 0.90% for N₂. Both observed errors lie below these linear estimates, although the nonlinear run is not strictly covered by them. The sum adds magnitudes and so makes no allowance for cancellation between modes.

With k held at 2 and M reduced to 16, the N error falls to 0.81%, a ratio of 0.45. Formula (9) predicts a ratio of 0.44. The price is 196 computed cycles for 1188 periods.

The atom sum gives a sharper test. Its projective deviation after 33 steps should be g³³ = 0.0860 of its value after warm-up, whereas exact evolution gives exp(−0.002 × 1188) = 0.0929. The nonlinear run reproduced the projective value to within 10⁻⁶. The difference between the two numbers is thus the expected extrapolation error.

The inner solver contributes much less. One cycle differed from an adaptive integration by 1.3×10⁻⁶, and halving the mesh changed the periodic state by 1.2×10⁻⁶, both as largest relative differences among the four variables.

**8. When the periodic state alone is wanted**

The transient bound may then be dropped. For two slow modes with ε₁ < ε₂, and little change from the factor μ^k, the gains are approximately 1 − (M + 1)ε₁ and 1 − (M + 1)ε₂. Their larger magnitude is least when they are equal and opposite:

1 − (M + 1)ε₁ = (M + 1)ε₂ − 1.

Therefore

M + 1 = 2/(ε₁ + ε₂), |g| ≈ (ε₂ − ε₁)/(ε₂ + ε₁). (10)

Here ε₁ = 0.001998 and ε₂ = 0.003046, so M + 1 ≈ 397 and M = 396. Three damping cycles bring the electron gain below 0.1. The two slow gains are 0.206 and −0.207. The negative sign means that the deviation in the N-atom mode reverses at every step, so the intermediate states are not a physical history.

Starting from the warmed-up state, six steps bring all four variables within 10⁻⁴ of their periodic values, relative to those values. The cost is 10 + 6 × 4 = 34 cycles. Direct cycling would need about 4117, an estimate that extends the late exponential decay beyond the 1200 cycles computed. The comparison again omits the cost of finding the multipliers. For four variables Newton's method is the cheaper choice. With a central-difference Jacobian it costs nine cycles per iteration, and from the same warmed-up state undamped iteration reaches this tolerance in two iterations, or 18 cycles. With the warm-up that is 28 cycles against 34.

**9. Relation to a real reactor**

Pressures near 10 mTorr, kilohertz pulsing and powers of hundreds of watts are in the rough regime of plasma nitridation of gate dielectrics. The model's peak electron density, 4.1×10¹⁶ m⁻³ or 4.1×10¹⁰ cm⁻³, is plausible for such a source. Its atomic fraction is probably high: N makes up 9.00/(9.00 + 19.64) = 31% of the neutral particles. This depends on the assumed wall coefficient, which varies with material and conditioning. Doubling it, with the other inputs fixed, lowers M from 33 to 25.

The neglect of N⁺ is not small. A threshold estimate puts N ionization at about two thirds of N₂ ionization, so the model should not be used to predict ion composition. Doubling the N₂ ionization rate, a rough proxy for missing ionization, changes M only to 34, but it does not represent the transport of N⁺. Gas heating is estimated at 42 K if 10% of the mean power heats the gas; including that rise at fixed feed density leaves M at 33. Replacing the gas by a 0.25 eV vibrational bath in the last term of Λ, with a tenfold larger exchange coefficient, gives M = 34. In all four variations k remains 2.

Two larger changes matter more for M. First, coefficients of order 10⁻² to 10⁻¹ are reported for N recombination on metal walls. With the wall rate taken in series with a 0.49 ms diffusion time, a coefficient of 10⁻² gives k = 2, M = 9 and an acceleration of 4. A coefficient of 0.07 brings the N multiplier down to 0.935 and M down to 1. The acceleration of 12 therefore belongs to weakly recombining walls. Second, the energy balance omits electron energy loss to N atoms. As a rough proxy, add a loss naΛ_N with Λ_N = 10K_x + 2.4×10⁻¹⁴ exp(−3.3/θ). The N-mode rate then rises to about 20 s⁻¹, above ν + ν_w, so the response noted in section 6 changes sign, and M falls to 26 with k = 2.

The margin in k is thin, however. At M = 33 an electron multiplier above about 0.057 already requires k = 3. The constant in the ion loss rate w assumes that θ is well above the gas temperature. Late in the afterglow this fails: ions then leave by slower diffusion, which raises the electron multiplier. Even for a well-mixed plasma k = 3 is therefore the safer choice, with an acceleration of (3 + 1 + 33)/4 ≈ 9.

The well-mixed assumption matters more for k. The estimated neutral mixing time is 0.49 ms. This is short beside the 65.56 ms decay but longer than one pulse period. A spatially resolved model could therefore have a multiplier near exp(−0.20/0.49) = 0.66. With M held at 33, its gain would have magnitude about 10.4 × 0.665^k, and reducing this to 0.1 would require k = 12. The acceleration would fall from 12 to (12 + 1 + 33)/13 ≈ 3.5. The mixing time was estimated with the diffusion length of a cylinder with absorbing walls. A wall coefficient of 10⁻³ means that nearly all N atoms are reflected, and this allows slower spatial modes. For fully reflecting walls and the same diffusion coefficient, the slowest mode runs from side to side. Its decay rate is proportional to (1.841/R)², with R the chamber radius, instead of (π/h)² + (2.405/R)², with h the height. It decays in about 2.5 ms and has a multiplier near 0.92. With M = 33 and the same requirement |g| ≤ 0.1 it would need k = 35, and the acceleration would be only (35 + 1 + 33)/36 ≈ 1.9. Stability alone, for this and the higher reflecting-wall modes, needs k = 8, an acceleration of about 4.7. The value k = 12 is therefore the favourable case. Neither figure replaces a spatial calculation, but both show how a mode absent from a global model can control the algorithm.

Slow wall conditioning would act differently. A multiplier closer to one than those found here does not tighten (3) or (9), but its gain in (10) would stay near one and delay the periodic state. The macro-step should then be chosen again from the enlarged slow spectrum. The numerical output below lists the values used in this example.

Values computed for the example and the checks

```
chamber radius, height: 15, 14 cm
volume: 9.90 L; gas temperature: 400 K
feed-only pressure: 10.0 mTorr
feed-only N2 density: 2.414e+20 m^-3
feed flow: 53.4 sccm
residence time: 100 ms; pulse power: 300 W
period, on-time: 200, 40 us
N wall coefficient: 1.0e-03; N wall rate: 5.373 s^-1
wall-loss area over volume: 4.436 m^-1
wall energy per pair / Te: 7.001
periodic end state ne: 1.6178e+16 m^-3; Te: 0.0427 eV
periodic end state N: 9.0039e+19; N2: 1.9638e+20 m^-3
peak ne: 4.067e+16 m^-3; peak Te: 4.29 eV
Te at end of pulse: 3.089 eV
pump multiplier: 0.99800200; exact: 0.99800200
N-atom multiplier: 0.99695399; decay time: 65.56 ms
electron multiplier: 0.049268
electron-temperature multiplier magnitude: 3.1e-12
60-cycle N-mode decay: 0.832735; predicted: 0.832735
one-cycle solver difference: 1.3e-06
periodic-state change on halved mesh: 1.2e-06
k for slow-mode stability limit: 3; largest M: 658
electron-mode M limit at that k: 8795.3
measured N gain at M=653: -0.98306; at M=663: -1.01324
k=1, M=651: N gain -0.9830, electron gain -30.491
no-gap largest M for k=1..7: [4, 8, 12, 15, 19, 22, 26]
no-gap limiting M/k: 3.5911
transient tolerance: 0.020; chosen k, M: 2, 33
monotone M limit of N mode: 327
electron gain at chosen step: -0.0760
N-mode error: 0.01831; its bound: 0.01934
macro-step span: 7.20 ms; asymptotic speed-up: 12.00
transient run: 109 computed cycles for 1198 periods
max error/steady value, N: 1.795%; N2: 0.159%
max error/steady value, ne: 0.036%
linear modal bound, N: 1.984%; N2: 0.897%
M=16: 196 computed cycles for 1188 periods; N error 0.806%
steady-state search k, M: 3, 396
its pump, N gains: 0.2056, -0.2074
to 1e-4 of periodic state: 6 steps, 34 cycles
direct cycles to 1e-4 (late decay extrapolated): 4117
N/N2 ionization-rate ratio estimate: 65.5%
neutral mixing time estimate: 0.490 ms
gas heating estimate (10% of mean power): 41.7 K
hotter gas: N mu 0.996900, electron mu 0.0489, k=2, M=33
0.25 eV vibrational bath: N mu 0.996960, electron mu 0.0528, k=2, M=34
wall recombination x2: N mu 0.995884, electron mu 0.0497, k=2, M=25
ionization rate x2: N mu 0.996968, electron mu 0.0372, k=2, M=34
```
